# Graphene and the dielectric half-space it imitates for outside charges

## Problem

A flat, undoped graphene sheet lies at $z=0$ in vacuum. Static charges are placed above it, at $z>0$. Treat the electrons as massless Dirac particles at zero temperature and their response in the static random-phase approximation (RPA). Show that the potential is the one that would be found if the sheet were removed and the region $z<0$ were filled with a uniform dielectric. Find the permittivity of that dielectric when the vacuum coupling constant is $\alpha=2.2$, and the image energy of one elementary charge held 1 nm above the sheet.

The algebra uses atomic units, $\hbar=e=m_e=1$, with Gaussian electrostatics, so that a unit charge in vacuum has the potential $1/r$. The Dirac velocity is $v$ and the coupling constant is $\alpha=1/v$; in ordinary units $\alpha=e^2/(4\pi\epsilon_0\hbar v)$. There are four electron flavours, two spins in each of two valleys.

## A tempting solution

The static polarization of undoped graphene is $\Pi(q)=q/(4v)$, which is derived below. The Coulomb interaction in the plane is $2\pi/q$. The RPA dielectric function is therefore

$$
\varepsilon=1+\frac{2\pi}{q}\,\Pi(q)=1+\frac{\pi\alpha}{2}=4.46 .
$$

It does not depend on $q$, and a permittivity that is the same at all wavelengths is the mark of an ordinary dielectric. So, the argument goes, graphene acts as a half-space of permittivity 4.46. The textbook image charge is then the fraction

$$
\frac{4.46-1}{4.46+1}=0.633
$$

of the external charge, with reversed sign, and the image energy at 1 nm is $-0.633\times1.440/4=-0.228$ eV.

## Where it fails

The value of $\varepsilon$ is right, and so is the remark that it is independent of $q$. The fault lies in the identification of $\varepsilon$ with the permittivity of a half-space. The RPA function has a definite meaning: it is the ratio of the external potential to the total potential, both taken in the plane of the sheet. Graphene thus reduces the potential at $z=0$ by the factor 4.46.

A half-space of permittivity $\varepsilon_s$ does not reduce the potential at its surface by $\varepsilon_s$. Half of the surroundings of a surface point is vacuum, and the reduction factor is the mean $(\varepsilon_s+1)/2$, as the boundary problem below confirms. For $\varepsilon_s=4.46$ this is 2.73. The proposed substitute thus contradicts the very quantity from which it was made.

The cure is to compare the two systems through what an outside charge can feel, which is the boundary condition at $z=0^+$.

## The polarization

**Response to a weak potential.** Near one valley the Hamiltonian is $v\,\boldsymbol\sigma\cdot\mathbf k$. Its energies are $\pm vk$ and its spinors are

$$
|\mathbf k,\pm\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm e^{i\vartheta}\end{pmatrix},
$$

where $\vartheta$ is the direction of $\mathbf k$. At zero temperature the lower band is full and the upper one is empty. Let each electron have the potential energy $U_q e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ The first term mixes into a filled state $\mathbf k$ the empty state $\mathbf k'=\mathbf k+\mathbf q$, with amplitude

$$
-\frac{U_q\,\langle\mathbf k',+|\mathbf k,-\rangle}{v(k+k')} .
$$

Mixing with other filled states drops out of the total density, since the contributions of the two partners cancel. The squared overlap is

$$
|\langle\mathbf k',+|\mathbf k,-\rangle|^2=\left|\frac{1-e^{i(\vartheta-\vartheta')}}{2}\right|^2=\frac{1-\cos\theta}{2},
$$

where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. The interference of the filled state with its admixture gives a density of wavevector $\mathbf q$. The conjugate term of the potential admixes $\mathbf k-\mathbf q$ and gives a second contribution to the same density component. The change of variable $\mathbf k\to-\mathbf k$ shows that the two are equal. With four flavours, the number density is $\delta n_q=-\Pi U_q$, where

$$
\Pi(q)=4\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\theta}{v(k+k')} .
$$

The factor 2 from the two contributions has cancelled the 2 in the overlap.

**The integral.** Set $\mathbf p=\mathbf k+\mathbf q/2$, take $\mathbf q$ along $x$, and use elliptic coordinates,

$$
p_x=\tfrac q2\cosh\mu\cos\nu,\qquad p_y=\tfrac q2\sinh\mu\sin\nu ,
$$

with $\mu>0$ and $0<\nu<2\pi$. Then

$$
k'^2=\left(p_x+\tfrac q2\right)^2+p_y^2=\tfrac{q^2}{4}(\cosh\mu+\cos\nu)^2,
$$

and $k$ follows with the opposite sign of $\cos\nu$. Hence

$$
k+k'=q\cosh\mu,\quad k'-k=q\cos\nu,\quad kk'=\tfrac{q^2}{4}(\cosh^2\mu-\cos^2\nu).
$$

The vectors $\mathbf k$ and $\mathbf k'$ differ by $\mathbf q$, so the law of cosines gives

$$
kk'(1-\cos\theta)=\tfrac12\left[q^2-(k'-k)^2\right]=\tfrac{q^2}{2}\sin^2\nu .
$$

The area element is $d^2k=\frac{q^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu$, which is $kk'\,d\mu\,d\nu$. The product is therefore simple:

$$
(1-\cos\theta)\,d^2k=\tfrac{q^2}{2}\sin^2\nu\,d\mu\,d\nu .
$$

The integral over $\nu$ gives $\pi$. The substitution $u=\sinh\mu$ turns $\int_0^\infty d\mu/\cosh\mu$ into $\int_0^\infty du/(1+u^2)=\pi/2$. Thus

$$
\Pi(q)=\frac{4}{4\pi^2v}\cdot\frac q2\cdot\pi\cdot\frac\pi2=\frac{q}{4v}.
$$

Direct quadrature in polar coordinates, without the elliptic substitution, gives $\Pi v/q=0.250000$.

The proportionality to $q$ has a simple origin. The undoped cone has no length of its own, and $\Pi$ is a density of states per area and energy, so $q/v$ is the one combination available.

## The boundary condition

An electron has charge $-1$, so in a potential $\phi$ its energy is $U=-\phi$. The number density $\delta n=\Pi\phi$ carries the charge density

$$
\sigma(q)=-\Pi(q)\,\phi(q,0).
$$

In the RPA, $\phi$ is here the total potential, including that of the induced charge. Away from the charges each Fourier component obeys $\phi''=q^2\phi$, with primes for derivatives in $z$. Gauss's law at the sheet reads

$$
\phi'(0^+)-\phi'(0^-)=-4\pi\sigma=4\pi\Pi\,\phi(0)=\pi\alpha q\,\phi(0).
$$

There is no source below, so the potential there must decay as $e^{qz}$, and $\phi'(0^-)=q\phi(0)$. It follows that

$$
\phi'(0^+)=(1+\pi\alpha)\,q\,\phi(0).
$$

Now replace the sheet by a dielectric filling $z<0$. The potential below again decays as $e^{qz}$, and continuity of the normal displacement gives

$$
\phi'(0^+)=\varepsilon_s\,\phi'(0^-)=\varepsilon_s\,q\,\phi(0).
$$

The two conditions are the same for every $q$ if

$$
\boxed{\;\varepsilon_s=1+\pi\alpha=2\varepsilon-1\;}
$$

For $\alpha=2.2$ this is $1+6.91=7.91$.

The sources above, the decay at large $z$ and the condition at $0^+$ fix the potential in the upper region, so it is the same in both systems. The value at $z=0$ then agrees, and with it the decaying potential below. Since the equations are linear, this holds for any static charge distribution above the sheet.

The term 1 in $\varepsilon_s$ is the vacuum under the graphene. The sheet itself contributes $\pi\alpha$, twice its share in $\varepsilon$, because $\varepsilon$ averages the response over the two sides.

## Image charge and energy

For a unit charge at height $d$, write the potential above the sheet as

$$
\phi=\frac{2\pi}{q}\left[e^{-q|z-d|}+A\,e^{-qz}\right].
$$

At $z=0^+$ the condition becomes $e^{-qd}-A=\varepsilon_s(e^{-qd}+A)$, so

$$
A=-R\,e^{-qd},\qquad R=\frac{\varepsilon_s-1}{\varepsilon_s+1}=1-\frac1\varepsilon=0.776 .
$$

Since $2\pi e^{-qs}/q$ is the transform of $1/\sqrt{r^2+s^2}$, the added term is the potential of a point charge $-R$ at $z=-d$. Below the sheet the potential is that of the original charge times $1-R=2/(\varepsilon_s+1)=1/\varepsilon=0.224$. This confirms the averaging rule used to find the fault.

The induced charge follows from $\sigma=-\Pi\phi$:

$$
\sigma(q)=-\frac{q\alpha}{4}\cdot\frac{2\pi}{q\varepsilon}\,e^{-qd}=-\frac{\pi\alpha}{2\varepsilon}\,e^{-qd}=-R\,e^{-qd}.
$$

Minus the $d$-derivative of the transform just quoted, divided by $2\pi$, turns this into

$$
\sigma(r)=-\frac{R\,d}{2\pi(r^2+d^2)^{3/2}} .
$$

At $d=1$ nm the density under the charge is $-0.776/(2\pi)=-0.123\,e$ per nm$^2$, or $-1.23\times10^{13}\,e$ per cm$^2$. Its integral over the infinite plane is $-R$, not $-1$. As in a dielectric, the screening is incomplete at every distance. In a large isolated sheet, charge conservation requires the opposite charge $+R$ far away, at distances comparable with the size of the sheet.

The induced potential at the external charge is $-R/(2d)$. In linear response it grows in proportion to the charge as the charge is built up, which gives the energy a factor one half:

$$
W=-\frac{R}{4d}.
$$

With $e^2/(4\pi\epsilon_0)=1.440$ eV nm,

$$
W=-\frac{0.7756\times1.440}{4\times1}=-0.279\ \text{eV}.
$$

The coefficient $Wd$ is $-0.279$ eV nm, or $-2.79$ eV Å. The tempting solution gave $-0.228$ eV, which is 18 percent too small in magnitude relative to this result.

Two limits show how the formula behaves. For $\alpha\to0$ the permittivity tends to 1 and the image vanishes. For $\alpha\to\infty$ the image fraction tends to 1, as for a metal, though the RPA is not justified by weak coupling there, nor strictly at $\alpha=2.2$.

## Why one side matters

Put the unit charge at $z=-d$ instead. Real graphene is symmetric, so the charge is in vacuum and is attracted to the sheet by an image $-R$. In the substitute system the charge is buried in the dielectric. Its potential is reduced by $\varepsilon_s$, and the image that acts on it has the sign of the charge itself, since the vacuum beyond the surface is the weaker dielectric. The charge is repelled from the surface. The two systems differ completely on that side.

Above the plane they still agree. The buried charge produces there the potential $2/(\varepsilon_s+1)$ times the bare one, which equals the $1/\varepsilon$ of graphene. A finite-difference solution of Poisson's equation bears out both statements for $q=0.2$ and $1.3$ nm$^{-1}$, with the charge at distance $1.5/q$ from the plane. Relative to the free potential at the charge, the two systems agree to better than $10^{-4}$ everywhere for a charge above. For a charge below they agree as well above the plane, but differ by more than 0.1 somewhere below it.

## Graphene between two media

Let the charges lie in a medium of permittivity $\kappa_1$ at $z>0$, with a medium $\kappa_2$ filling $z<0$. Gauss's law becomes

$$
\kappa_1\phi'(0^+)-\kappa_2\phi'(0^-)=\pi\alpha q\,\phi(0),
$$

and with $\phi'(0^-)=q\phi(0)$,

$$
\kappa_1\phi'(0^+)=(\kappa_2+\pi\alpha)\,q\,\phi(0).
$$

The sheet and the medium behind it act together as a half-space of permittivity $\kappa_2+\pi\alpha$. The coupling $\alpha$ is still the vacuum value, and $v$ is held fixed when the media are changed.

For graphene on silicon dioxide, with the rough static value $\kappa=3.9$, a charge on the vacuum side sees $3.9+6.91=10.8$. A charge in the oxide sees $1+6.91=7.91$ beyond its own medium. Its image fraction is $(7.91-3.9)/(7.91+3.9)=0.34$, less than half of the value in vacuum. Both media must be thick compared with the distance of the charge from the sheet. A thin layer brings in its thickness as a length, and the equivalent permittivity then depends on $q$.

## When the equivalence is lost

The boundary condition can be written for any thin isotropic sheet in vacuum that responds only through the charge density in its plane:

$$
\varepsilon_s(q)=1+\frac{4\pi\Pi(q)}{q}.
$$

A uniform half-space needs $\Pi\propto q$. Temperature and doping spoil this at long wavelengths, because they supply free carriers.

For slow variations $\Pi$ tends to the thermally averaged density of states. The four cones have $2|E|/(\pi v^2)$ states per area and energy. At the neutral point the average of $|E|$ with weight $-df/dE$ is, by partial integration, $2\int_0^\infty f\,dE=2T\ln2$, with $T$ an energy. Thus

$$
\Pi\to\frac{4T\ln2}{\pi v^2}\qquad(q\ll T/v).
$$

This equals $q/(4v)$ at $q_\times=(16\ln2/\pi)\,T/v$. At 300 K the length $\hbar v/k_BT$ is 25.3 nm, so $q_\times=3.53/25.3=0.14$ nm$^{-1}$.

A charge at height $d$ probes mainly $q$ of order $1/(2d)$. For $d=1$ nm this is 0.5 nm$^{-1}$, where the thermal value of $\varepsilon_s$ is 7.98, close to 7.91. For $d=100$ nm it is 0.005 nm$^{-1}$, and $\varepsilon_s$ is about 194: at that distance room-temperature graphene screens almost as a metal.

Even at 1 nm the image energy is larger in magnitude by 4.5 percent than at zero temperature. This is more than the small change at the typical wavenumber suggests. The energy averages $R(q)$ with the weight $2d\,e^{-2qd}$, and a fraction $1-e^{-0.28}=0.24$ of this weight lies below $q_\times$. If $R$ rose to 1 in that range and stayed at 0.776 elsewhere, the energy would grow by $0.24\times0.224/0.776=7$ percent. This crude estimate is somewhat too high, but most of the actual change does come from wavenumbers below $q_\times$.

## The model beside real graphene

The value $\alpha=2.2$ means $v=0.994\times10^6$ m/s, close to the rough value $10^6$ m/s for graphene. Real sheets are seldom neutral everywhere. A residual chemical potential of 0.03 eV, a rough figure for a supported sheet and high for a clean suspended one, corresponds at 300 K to a net density of $1.7\times10^{11}$ cm$^{-2}$. Temperature and this doping together deepen the image energy at 1 nm by 5.3 percent relative to the ideal model.

The largest correction found here concerns $v$. Exchange with the filled band raises the velocity at low momentum. The projector on the filled state is $(1-\boldsymbol\sigma\cdot\hat{\mathbf p})/2$, so the exchange term shifts the upper-band energy by

$$
\Sigma(k)=\frac12\int_{p<\Lambda}\!\frac{d^2p}{(2\pi)^2}\,\frac{2\pi}{\varepsilon|\mathbf k-\mathbf p|}\cos\theta_p ,
$$

apart from a term that is the same for both bands, where $\theta_p$ is the angle between $\mathbf p$ and $\mathbf k$. With $\varepsilon=4.46$ held fixed and a cutoff $\Lambda=10.9$ nm$^{-1}$, which gives the two cones the area of the Brillouin zone, $\Sigma/(vk)$ is 0.49 at $k=0.5$ nm$^{-1}$. If 2.2 is the bare coupling, before any exchange shift, the coupling at the scale of the charge is $2.2/1.49=1.48$. If this single value is used for the whole response, $\varepsilon_s=5.6$ and the image energy shrinks by 10 percent. A higher velocity also weakens the screening of the exchange. If $\varepsilon$ is lowered until it agrees with the new coupling, $\varepsilon_s$ is 5.0 and the energy shrinks by 14 percent, or by about 17 percent when the coupling at $k=q$ is used for each wavenumber $q$ (about 20 percent with $k=q/2$; solving the momentum-dependent velocity and the static screening together gives about 15 percent). Because the velocity now depends on $k$, $\varepsilon_s$ varies slowly with $q$, and the uniform half-space is only an approximation even for a cold neutral sheet. These are size estimates: they omit dynamic screening and vertex corrections, and if 2.2 already describes the low-energy velocity, the correction should not be applied again.

Three other effects are smaller in rough estimates. The lattice structure of the $\pi$ bands changes $\Pi$ at $q=0.5$ nm$^{-1}$ by about 0.2 percent. The $\sigma$ electrons, modelled by adding $0.2\ \text{nm}\times q$ to $\varepsilon$ with a rough assumed length, deepen the energy by 0.6 percent.

The third is nonlinear response. The screened potential at the sheet is $1.440/4.46=0.323$ eV over a distance of 1 nm, and its ratio to $\hbar v/d=0.655$ eV is $\alpha/\varepsilon=0.49$, which is not small. For a cosine potential of that amplitude and wavenumber $1/d$, diagonalization gives a response 3 percent above the linear one. This holds for one smooth periodic potential. It understates the nonlinearity for the point charge. Far from the charge the screened potential is a Coulomb tail of strength $0.49$, just below the critical value $1/2$ of the Dirac–Coulomb problem. The exact solution of that problem gives a total induced charge about 30 percent above the linear value at this strength. When the strength is adjusted to the stronger screening, the screened fraction rises from 0.776 to about 0.80. The nonlinear image energy at 1 nm is not calculated here.

The model also leaves out the polarization of the sheet normal to its plane. With a polarizability $\chi$ per area, the normal field of the charge adds $-\pi\chi/(4d^2)$ to $W$. For a rough assumed polarizability of 0.9 Å$^3$ per unit cell, this deepens the energy at 1 nm by about 7 percent to first order in $\chi$, and its share grows as the charge comes closer. It also breaks the equivalence, since the potential then jumps across the sheet and the condition at $0^+$ depends on $q$: at $q=0.5$ nm$^{-1}$ it would correspond to a permittivity of about 11.

The permittivity 7.91 is thus a sharp result of the ideal model. For real graphene even its first digit depends on which velocity is used, while the image energy at 1 nm is less sensitive: each of the estimated corrections to it is below 20 percent. The numerical output below lists the values, except for the normal polarization, the nonlinear response to the Coulomb tail and the velocity estimates in which $\varepsilon$ is adjusted.

## Values computed for the example and the checks

```
INPUTS
vacuum coupling alpha: 2.20
charge height: 1.00 nm
temperature: 300 K
rough residual chemical potential: 0.030 eV
rough lattice constant: 0.246 nm
rough sigma screening length: 0.20 nm
rough substrate permittivity: 3.9
MODEL RESULTS
e^2/(4 pi eps0): 1.43996 eV nm
Dirac velocity: 9.9441e+05 m/s
hbar v: 0.65453 eV nm
in-plane RPA factor eps: 4.4558
equivalent half-space permittivity: 7.9115
image-charge fraction R: 0.7756
image energy: -0.2792 eV
image energy times height: -0.2792 eV nm
same coefficient: -2.792 eV angstrom
peak induced density: -1.234e+13 e/cm2
screened potential energy scale: 0.3232 eV
equivalent permittivity on substrate: 10.8115
NEGLECTED EFFECTS
thermal energy kT: 0.02585 eV
thermal length hbar v/kT: 25.32 nm
thermal eps_eq at q=1/(2d), d=1 nm: 7.981
thermal eps_eq at q=1/(2d), d=100 nm: 193.829
image energy change, temperature: +4.53 %
net density at residual potential: 1.723e+11 cm^-2
image energy change, T and doping: +5.26 %
typical wavenumber 1/(2d): 0.500 nm^-1
polarization change, pi lattice: +0.17 %
image energy change, sigma bands: +0.62 %
Dirac-cone momentum cutoff: 10.949 nm^-1
velocity gain, screened exchange: +49.0 %
coupling after velocity gain: 1.476
eps_eq after velocity gain: 5.638
image energy change, velocity: -9.91 %
screened coupling alpha/eps: 0.4937
nonlinear cosine response change: +3.28 %
NUMERICAL CHECKS
Pi*hbar v/q from quadrature: 0.250000
Pi*hbar v/q from diagonalization: 0.24833
image energy from sheet charge: -0.279199 eV
```
